Linear tetrahedron occupation and density-of-states weights from bounded energy ratios

**Tetrahedron weights from bounded energy ratios: scheme, degenerate limits and rounding error**

**1. What shift and scale invariance fix**

Inside one tetrahedron of volume V_T the linear tetrahedron method replaces a band by ε = Σλ_i e_i, where e_i are the four corner energies and λ_i ≥ 0, Σλ_i = 1, are barycentric coordinates. With ⟨·⟩ the volume average, the occupation and density-of-states weights are

w_i(E) = ⟨λ_i θ(E − ε)⟩,  g_i(E) = dw_i/dE,  n = Σw_i,  g = Σg_i.

The conventions are θ(0) = 1 and the derivative taken from above in E. A zone integral of a linearly interpolated quantity X is the sum over tetrahedra of (V_T/V_BZ) Σw_i X_i.

Under e_i → αe_i + β, E → αE + β with α > 0, the difference E − ε is multiplied by α because Σλ_i = 1, so θ and w_i are unchanged. The w_i therefore depend only on ratios of energy differences, and g_i is one inverse energy times such a function. A common rescaling of all gaps leaves w_i unchanged; their relative sizes and the position of E among the corners still matter.

Geometry selects the ratios. Sort e1 ≤ e2 ≤ e3 ≤ e4, write e_ji = e_j − e_i, and let k be the number of corners with e_i ≤ E. The plane ε = E cuts exactly the edges with i ≤ k < j. On such an edge ε = λ_i e_i + λ_j e_j with λ_i + λ_j = 1, so the cut point P_ij has

λ_j = r_ij = (E − e_i)/e_ji,  λ_i = s_ij = (e_j − E)/e_ji,  r_ij + s_ij = 1.

Since e_i ≤ E < e_j, both lie in [0,1] and e_ji > 0. For k = 0 all w_i = 0, for k = 4 all w_i = 1/4, and g_i = 0 in both cases.

**2. Occupation weights**

Two facts are needed. First, let B be the 4×4 matrix whose rows are the barycentric coordinates of four points. Their homogeneous coordinates (1, k_x, k_y, k_z) form the matrix B·M, with M the same matrix for the corners v1…v4. A volume is |det|/6 of such a matrix, so the volume fraction of the sub-tetrahedron is |det B|. Second, an affine map permuting the vertices of a simplex preserves its volume, so its own barycentric coordinates have equal averages, and a linear function averages to the mean of its vertex values. Hence

4w_i = Σ_pieces (volume fraction) × (sum of λ_i over the four vertices of the piece).

**k = 1.** The occupied region is (v1, P12, P13, P14). B is lower triangular with diagonal 1, r12, r13, r14:

V = r12 r13 r14
4w1 = V(1 + s12 + s13 + s14),  4w_j = V r1j (j = 2, 3, 4).

**k = 2.** The occupied region is a convex prism with end triangles (v1, P13, P14) and (v2, P23, P24). The plane through P13, P14, v2 cuts off (v1, v2, P13, P14). What remains is a pyramid with apex v2 over the cut quadrilateral, and the diagonal P13–P24 divides it into (P13, v2, P23, P24) and (P13, P14, v2, P24). The first matrix is lower triangular with diagonal 1, 1, r13, r14. In the second, column 1 holds only s13, and its minor is lower triangular with diagonal 1, r23, r24. In the third, column 3 holds only r13; in its minor column 1 holds only s14; the remaining 2×2 block has rows (1, 0) and (s24, r24). Thus

V1 = r13 r14,  V2 = s13 r23 r24,  V3 = r13 s14 r24
4w1 = V1(1 + s13 + s14) + V2 s13 + V3(s13 + s14)
4w2 = V1 + V2(1 + s23 + s24) + V3(1 + s24)
4w3 = V1 r13 + V2(r13 + r23) + V3 r13
4w4 = V1 r14 + V2 r24 + V3(r14 + r24).

With r + s = 1 the coefficients of each V add up to 4, so n = V1 + V2 + V3.

**k = 3.** The occupied region is the prism with ends (v1, v2, v3) and (P14, P24, P34). The plane through v2, v3, P14 cuts off (v1, v2, v3, P14); the remaining pyramid with apex P14 is divided by the diagonal v3–P24 into (P14, v2, v3, P24) and (P14, P24, v3, P34). The first matrix is lower triangular (1, 1, 1, r14). The second has only s14 in column 1 and a lower triangular minor (1, 1, r24). In the third, column 1 holds only s14; in its minor column 1 holds only s24; the remaining 2×2 block has rows (1, 0) and (s34, r34). Thus

U1 = r14,  U2 = s14 r24,  U3 = s14 s24 r34
4w1 = U1(1 + s14) + U2 s14 + U3 s14
4w2 = U1 + U2(1 + s24) + U3 s24
4w3 = U1 + U2 + U3(1 + s34)
4w4 = U1 r14 + U2(r14 + r24) + U3(r14 + r24 + r34).

Inserting r = 1 − s gives n = 1 − s14 + s14[1 − s24 + s24(1 − s34)] = 1 − s14 s24 s34, which is one minus the empty corner tetrahedron at v4. Written in r and s, the formulas for the volumes V, U and the weights w_i contain no subtraction; the only differences are those of inputs inside r and s.

**3. Density-of-states weights**

Raising E by dE adds a layer of thickness dE/|∇ε| on the cut, so g_i = ∫λ_i dA/(V_T|∇ε|). Take a triangle of area A in the cut and a corner v_m as apex. Its height is |E − e_m|/|∇ε|, so the cone has volume fraction c = A|E − e_m|/(3V_T|∇ε|), and A/(V_T|∇ε|) = 3c/|E − e_m|. The average of λ_i over the triangle is one third of its vertex sum, which cancels the 3. Each triangle contributes D × (vertex sum of λ_i) with D = c/|E − e_m|, and contributes 3D to g.

For k = 1 the cone is the occupied region, c = r12 r13 r14, and r14/(E − e1) = 1/e41:

D = r12 r13/e41,  g1 = D(s12 + s13 + s14),  g_j = D r1j.

For k = 3 the cone is the empty region, c = s14 s24 s34, and s14/(e4 − E) = 1/e41:

D = s24 s34/e41,  g_i = D s_i4 (i = 1, 2, 3),  g4 = D(r14 + r24 + r34).

For k = 2 the diagonal P14–P23 is used. The cone from v1 over (P23, P13, P14) has, after column 1 is removed, rows (s23, r23, 0), (0, r13, 0), (0, 0, r14), so c = s23 r13 r14. The cone from v4 over (P14, P24, P23) has, after column 4 is removed, rows (s14, 0, 0), (0, s24, 0), (0, s23, r23), so c = s14 s24 r23. Dividing as before,

D1 = r13 s23/e41,  D2 = r23 s24/e41
g1 = D1(s13 + s14) + D2 s14
g2 = D1 s23 + D2(s23 + s24)
g3 = D1(r13 + r23) + D2 r23
g4 = D1 r14 + D2(r14 + r24).

On e_k ≤ E < e_{k+1} both w_i and g_i are polynomials in E, so these expressions also give the derivative from above at E = e_k. The only dimensional factor is 1/e41, the inverse of the largest difference. All ratios are at most 1 and s23 + r23 = 1, so in every branch

g ≤ 3/e41.

**4. Algorithm and cost**

input: e[1..4], E, V_T/V_BZ
 sort e ascending, keep the permutation
 k = number of i with e[i] ≤ E
 if k = 0: w = 0, g = 0; if k = 4: w = 1/4, g = 0
 else, for i ≤ k < j:
  d = e[j] − e[i]
  r[i,j] = (E − e[i])/d
  s[i,j] = (e[j] − E)/d
 evaluate w and g of branch k, left to right
 undo the permutation, multiply by V_T/V_BZ

No tolerance and no artificial splitting of equal energies appears. Five compare-exchanges sort four numbers. There are k(4 − k) = 3, 4, 3 cut edges with two divisions each, one or two divisions by e41, and a few dozen multiplications and additions. Only cut tetrahedra need this work; for a smooth Fermi surface on an N³ mesh their number grows as N².

**5. Coincident corners**

Every denominator obeys e_ji ≥ e_{k+1} − e_k > 0, because the branch rule gives e_k ≤ E < e_{k+1}. A branch of zero width is never entered. This survives in IEEE arithmetic with gradual underflow: the difference of two distinct floating-point numbers is a non-zero multiple of the smallest subnormal and cannot round to zero. Rounding is monotone, so E − e_i ≤ e_ji carries over to the computed differences, their quotient is at most 1, and so is its rounded value; the same holds for s.

The derivation used only the cut points, so the formulas equal the defining averages at coincident corners too. Whether they are also limits is a question of continuity of the definition. If e4 > e1, then ∇ε ≠ 0 and the set ε = E has zero volume. As (e, E) converge, λ_i θ(E − ε) converges at every point off that set and is bounded by 1, so w_i converges by dominated convergence. The same argument applies to g_i, with the integrand taken on the moving plane: it converges pointwise except on the boundary of the tetrahedron, which has zero area in the limiting plane unless that plane contains a face.

The statement that degeneracy is a limit therefore has two exceptions. If three corners coincide at E, the plane contains a face and g has no unique limit; for e1 = e2 = e3 it is 0 at energies below the triple, jumps to 3/e41 at the triple (k = 3 with s24 = s34 = 1) and falls continuously above it. If all four coincide, w_i jumps from 0 to 1/4 and g is a delta function. The algorithm returns the value from above in E in both cases. In the fourfold case this is g = 0, so an energy integral of g misses the tetrahedron, and state counts must be taken from n.

**6. Sensitivity to the input**

Let every corner change by at most η. Then |ε′ − ε| ≤ Σλ_i η = η everywhere, and θ can change only where E − η < ε ≤ E + η. With Σλ_i = 1 and g ≤ 3/e41,

Σ|Δw_i| ≤ ⟨|Δθ|⟩ ≤ n(E + η) − n(E − η) ≤ 6η/e41.

Only the total spread enters. To first order in η each element of the cut moves to one side only, by at most η in energy, so the leading change is at most gη ≤ 3η/e41; the largest value found numerically, 0.497 of the bound, agrees with this.

For the slope of g, branch 1 has g = 3(E − e1)²/(e21 e31 e41), so g′ rises linearly to 6/(e31 e41) at e2. Branch 3 has g = 3(e4 − E)²/(e42 e43 e41), so g′ is linear and starts at −6/(e42 e41) at e3. In branch 2,

g′ = (3/e41)[(e1 + e3 − 2E)/(e31 e32) + (e2 + e4 − 2E)/(e32 e42)].

At E = e2 the bracket is (e32 − e21 + e31)/(e31 e32) = 2/e31, since e31 − e21 = e32. At E = e3 it is (e43 − e32 − e42)/(e32 e42) = −2/e42, since e42 − e43 = e32. A linear function takes its extremes at the ends, and g is continuous unless three corners coincide, so

|dg/dE| ≤ 6/(e41 min(e31, e42)).

As a function of E, the density of states therefore keeps a bounded slope near close pairs. Near a close triple the bound, which is reached at e2 or e3, diverges and g is ill-conditioned. This is a property of the linear model, and no arrangement of the arithmetic removes it.

**7. Rounding error**

Take the inputs as exact floating-point numbers, with each operation giving the exact result times (1 + δ), |δ| ≤ u, and no underflow or overflow in products and quotients. Say that a computed non-negative quantity has count m if it equals its exact value times a factor in I_m = [(1 − u)^m, (1 − u)^−m]. Both 1 + δ and 1/(1 + δ) lie in I_1, because 1 + u ≤ 1/(1 − u) and 1/(1 + u) ≥ 1 − u. From (1 − u)^m ≥ 1 − mu, I_m lies within 1 ± γ_m, where γ_m = mu/(1 − mu). Three rules follow.

A difference of two inputs has count 1.
A product or quotient of counts a and b has count a + b + 1.
A sum of non-negative terms has count max(a, b) + 1, because xp + yq = (x + y) × (a weighted mean of p and q), which lies between p and q.

The last rule fails for terms of opposite sign, which is why the formulas were built without them. Division by 4 is exact in binary. A ratio has count 1 + 1 + 1 = 3, a product of two ratios 7, of three 11. The sums s + s and 1 + s have 4, while s + s + s and 1 + s + s have 5, and 1 + s + s + s has 6. The largest case is w2 for k = 2: V2(1 + s23 + s24) has 11 + 5 + 1 = 17, adding it to V1 (count 7) gives 18, and adding V3(1 + s24) (count 11 + 4 + 1 = 16) gives 19. The same rules give (18, 15, 15, 15), (17, 19, 18, 17), (16, 16, 17, 18) for w1…w4 in the three branches. Each D has 7 + 1 + 1 = 9; a factor of count 5 gives 15, and for k = 2 terms of counts 14 and 13 sum to 15. Hence, whatever the gaps,

|computed w_i − w_i| ≤ γ_19 w_i,  |computed g_i − g_i| ≤ γ_15 g_i.

In double precision u = 1.110×10⁻¹⁶, γ_19 = 2.109×10⁻¹⁵ and γ_15 = 1.665×10⁻¹⁵. These are bounds; the worst relative errors found on strongly clustered inputs were 5.29u for w and 5.60u for g. The final factor V_T/V_BZ and the mesh sum add their own roundings.

**8. An independent form, and how its expansion fails**

Define J(x0…x_p) = ∫F^(p)(Σt_j x_j) dt over the simplex t_j ≥ 0, Σt_j = 1, of volume 1/p!. Integrate over t_p at fixed t_1…t_{p−1}, with t_0 taking up the remainder. The argument changes at the rate x_p − x_0, and the end points are t_0 = 0 and t_p = 0, so for x_p ≠ x_0

J(x0…x_p) = [J(x1…x_p) − J(x0…x_{p−1})]/(x_p − x_0),

and J = F^(p)(x)/p! when all points equal x. This is the recurrence of the divided difference F[x0…x_p] (the Hermite–Genocchi formula). Take p = 4 with e_i repeated. Its two coordinates add to λ_i, and integrating over their split gives a factor λ_i. With F = (E − x)₊⁴/24, whose fourth derivative is θ(E − x), and with 1/6 the volume of the 3-simplex,

w_i = 6F[e1, e2, e3, e4, e_i],

and g_i follows with ∂F/∂E = (E − x)₊³/6 in place of F. In rational arithmetic this is an exact reference. The numerical check asserts its equality with section 2 in 2048 cases and with section 3 in all of these except the ones with four equal corners, compares w_i with Monte Carlo sampling of the definition, and asserts the bounds of sections 3, 6 and 7.

For distinct points, f[x0…x_p] = Σf(x_i)/Π_{j≠i}(x_i − x_j): for an inner point 1/(x_i − x_p) − 1/(x_i − x_0) = (x_p − x_0)/[(x_i − x_p)(x_i − x_0)], and the two end points acquire the missing factor directly, so the sum obeys the recurrence. With p = 3 and f = −(E − x)₊³/6, for which f‴ = θ(E − x), n = 6f[e1…e4]. Reversing the three differences absorbs the minus sign:

n = Σ_i (E − e_i)₊³/Π_{j≠i}(e_j − e_i).

If two corners well below E are δ apart, two terms grow as 1/δ while n ≤ 1. Each carries a relative error of a few u, so the absolute error in n scales as u/δ; for three close corners it scales as u/δ². The exponents fitted to mean errors are 1.04 and 2.00.

**9. Failure modes**

Computing s as 1 − r leaves an absolute error of order u in s, and so a relative error of order u/s. Writing branch 3 as 1/4 minus the empty part does the same to w4 when w4 is small, although its absolute error stays of order u.

Forming e21 e31 e41 in joules gives, for gaps of an electronvolt or less, a number of order 10⁻⁵⁷ J³ or smaller, below the single-precision range. It was zero in 400 of 400 cases (some through exact coincidence), while the ratio form on the same inputs had worst relative errors 5.58u (w) and 4.23u (g).

Flush-to-zero arithmetic voids the non-zero-denominator argument. Multiplying by a stored 1/e_ji adds one to the count of each ratio, and the reciprocal can overflow. If products of very small ratios underflow, the relative bound is lost for weights of that size. The division by e41 in g can overflow for a very small spread; in double precision 1/e41 overflows below about 5.6×10⁻³⁰⁹, inside the subnormal range. None of the bounds covers the error of linear interpolation itself, including band crossings inside a tetrahedron.

**10. Worked example: one tetrahedron**

Take e = (1, 1 + δ, 1 + 3δ, 2) eV and E = 1.4 eV. At δ = 0, k = 3, every r is 0.4 and every s is 0.6, so U1 = 0.4, U2 = 0.24, U3 = 0.144 and n = 0.784. Then

4w1 = 0.4×1.6 + 0.24×0.6 + 0.144×0.6 = 0.8704, w1 = 0.2176
4w2 = 0.4 + 0.24×1.6 + 0.144×0.6 = 0.8704
4w3 = 0.4 + 0.24 + 0.144×1.6 = 0.8704
4w4 = 0.4×0.4 + 0.24×0.8 + 0.144×1.2 = 0.5248, w4 = 0.1312
g = 3×0.6×0.6/(1 eV) = 1.08 eV⁻¹.

The three equal corners get equal weights although the splitting treats them differently. For δ = 9.766×10⁻⁴, 9.537×10⁻⁷ and 9.313×10⁻¹⁰ eV, n = 0.783153564, 0.783999176 and 0.783999999. The absolute error of the ratio form stays below 10⁻¹⁶. That of the expanded sum is 4.8×10⁻¹³, 2.6×10⁻⁶ and 3.2, and infinite at δ = 0. A δ⁻² law gives a factor near 10⁶ per step; these single samples scatter about it.

Now place E inside the cluster, E = 1 eV + 2δ with δ = 9.3132×10⁻¹⁰ eV, so k = 2. With x = δ/(1 eV): r13 = 2/3, s13 = 1/3, r23 = s23 = 1/2, r14 = 2x, r24 ≈ x, s14 ≈ s24 ≈ 1. Then V1 = 4x/3 = 1.2418×10⁻⁹, V2 ≈ x/6 = 1.5522×10⁻¹⁰ and V3 ≈ 2x/3 = 6.2088×10⁻¹⁰, and

4w1 ≈ x[(4/3)(7/3) + (1/6)(1/3) + (2/3)(4/3)] = 73x/18, w1 = 9.4426×10⁻¹⁰.

With D1 = 1/3 eV⁻¹ and D2 ≈ 1/2 eV⁻¹, g1 = 4/9 + 1/2 = 0.9444, g2 = 1/6 + 3/4 = 0.9167, g3 = 7/18 + 1/4 = 0.6389 and g = 3(1/3 + 1/2) = 2.5, all in eV⁻¹. These values persist as δ → 0, whereas at δ = 0 one has g = 3 eV⁻¹ at E = 1 eV and 0 just below: the limit depends on the path.

For δ = 10⁻⁶ eV and E = 1 eV + 4δ, k = 3 with r14 = 4x, r24 ≈ 3x, r34 ≈ x, so 4w4 ≈ (4×4 + 3×7 + 1×8)x² = 45x² and w4 ≈ 1.125×10⁻¹¹. Relative to the exact w4, the complement form errs by 6.1×10⁻⁷ and the ratio form by 1.6×10⁻¹⁷; the latter value, below u, is an accident of this sample, and only γ_19 is guaranteed.

**11. Worked example: a free-electron mesh**

The model is ε = ħ²k²/2m in a simple cubic cell with a = 0.40 nm and n_e = 0.5 electron per cell, both chosen round. The mesh has N = 24 points per axis at half-integer multiples of h = 2π/(Na) = 6.5450×10⁸ m⁻¹. Each cube is cut into six tetrahedra, one for each order of the unit steps in x, y, z along the diagonal, 82944 in all, each with weight 2/82944 including spin.

Counting states, 2(4π/3)k_F³ a³/(2π)³ = n_e gives k_F = (3π² n_e)^(1/3)/a = 6.1386×10⁹ m⁻¹ and E_F = 2.30024×10⁻¹⁹ J (1.4357 eV). As the count grows as E^(3/2), the density of states per cell is 3n_e/(2E_F) = 3.2605×10¹⁸ J⁻¹ and the energy per electron is 3E_F/5 = 1.38015×10⁻¹⁹ J. The sphere, of radius about 9.4h, stays clear of the cells at the zone boundary, which begin at 11.5h.

All corners of a cube have k_x = x0 or x0 + h, so the chord of k_x² between these values is linear, matches the corners, and is the interpolant. Chord minus parabola vanishes at both ends and has leading coefficient −1, so it is t(h − t) with t = k_x − x0, of mean h²/6. Three axes and the factor ħ²/2m give a mean excess

Δ = (ħ²/2m)(3h²/6) = ħ²h²/4m = 1.3074×10⁻²¹ J.

To first order in the excess, E_F at fixed filling rises by its average over the Fermi surface, and the energy per electron by its average over the occupied volume, since states exchanged at the surface all have energy E_F and conserve number. For k_F ≫ h both averages approach Δ. The mesh gives E_F = 2.31343×10⁻¹⁹ J (1.4439 eV), an excess of 1.3189×10⁻²¹ J or 1.0087Δ. The energy per electron, from Σw_i e_i, is 1.39322×10⁻¹⁹ J, an excess of 1.0001Δ. The first-order averages give the same ordering. On the sphere k_x is uniformly distributed over (−k_F, k_F), and in the ball it has weight k_F² − k_x². Averaging t(h − t) with these weights gives 1.0086Δ on the surface, where the departure from Δ comes from the incomplete last period below k_F, and 1.0004Δ in the volume, where the weight vanishes at ±k_F. The density of states is 3.2639×10¹⁸ J⁻¹, 0.1 % above the exact value. The sign and size of these small departures depend on where k_F falls within a mesh period: for N = 20, 28, 32 and 48 the excess of E_F is 0.989Δ, 0.997Δ, 1.000Δ and 0.995Δ, and the density of states deviates by −0.11, −0.10, +0.14 and −0.01 %. The interpolation error in E_F, 0.6 % of E_F, dwarfs all rounding effects of the ratio form.

Symmetry makes degenerate corners. A step from −h/2 to h/2 leaves ε unchanged, as does a step from −(μ + ½)h to −(μ − ½)h in x followed by one from (μ − ½)h to (μ + ½)h in y, for integer μ. In general a step from (μ − ½)h to (μ + ½)h changes k² by 2μh², so the two ends of the cube diagonal are also equal whenever μ_x + μ_y + μ_z = 0, which uses the spherical form of ε and not only the cubic symmetry. Rounding of k and of the sum of squares decides whether equality survives. Of the 7530 cut tetrahedra, 1442 have exactly equal corners and 220 have a gap below 10⁻¹⁰ of their spread. The expanded sum is not finite in 1442 cases and errs by more than 10⁻³ in n in 94 others, by up to 0.51. It does not fail for every near pair: terms with e_i > E vanish, so a near pair above E is harmless (an exactly equal pair above E still gives 0/0 when the sum is evaluated directly). This covers 114 of the 220 cases. The other 106 have the pair below E and include the 94; how many of them exceed 10⁻³, and the largest error, depend on the details of the rounding. So does the split of the 1662 degenerate tetrahedra into exact and near cases, which is 1530 and 132 for the second rounding of the mesh used below. On 200 of the degenerate tetrahedra the ratio form had worst relative errors 3.68u (w) and 3.59u (g). Generating the same mesh with a different rounding changed the energies by at most η = 5.78×10⁻³⁴ J; the bound of section 6, summed over the cut tetrahedra, allows a change of 1.1×10⁻¹⁴ electron per cell, and the two double-precision counts came out identical.

Values computed for the example and the checks

```
Monte Carlo, largest deviation: 1.89 standard errors
exact rational identities checked: 2048 cases
largest sum|dw|/bound: 0.497; largest |dg/dE|/bound: 0.999
rounding counts k=1: w [18, 15, 15, 15], g [15, 13, 13, 13]
rounding counts k=2: w [17, 19, 18, 17], g [15, 15, 15, 15]
rounding counts k=3: w [16, 16, 17, 18], g [13, 13, 13, 15]
double: u=1.110e-16, gamma_19=2.109e-15, gamma_15=1.665e-15
double, worst relative error in u: w 5.29, g 5.60
single, energies in J, worst error in u: w 5.58, g 4.23
single, e21*e31*e41 in J^3 equal to zero in 400 of 400 cases
expanded sum, pair: error ~ delta^-1.04
expanded sum, triple: error ~ delta^-2.00
example 1: e = (1, 1+d, 1+3d, 2) eV, E = 1.4 eV
 d=9.766e-04 eV: n=0.783153564012, error ratio 8.2e-17, expanded 4.8e-13
 d=9.537e-07 eV: n=0.783999176023, error ratio 1.9e-17, expanded 2.6e-06
 d=9.313e-10 eV: n=0.783999999195, error ratio 5.2e-17, expanded 3.2e+00
 d=0.000e+00 eV: n=0.784000000000, error ratio 1.5e-17, expanded inf
 d=0: w = 0.217600 0.217600 0.217600 0.131200 ; g = 1.080000 1/eV
d=9.3132e-10 eV, E=1+2d: r 13:6.6667e-01 14:1.8626e-09 23:5.0000e-01 24:9.3132e-10
 s 13:0.333333333 14:0.999999998 23:0.500000000 24:0.999999999
 V 1.2418e-09 1.5522e-10 6.2088e-10; w 9.4426e-10 7.1789e-10 3.5571e-10 1.0481e-18
 g_i 9.4444e-01 9.1667e-01 6.3889e-01 2.0179e-09 ; g = 2.500000 1/eV
 d=0: g(E=1 eV) = 3.000, g just below = 0.000 1/eV
d=1e-06 eV, E=1+4d: w4=1.124998e-11, rel. error complement 6.1e-07, ratio 1.6e-17
example 2: a=4.00e-10 m, N=24, electrons/cell=0.5, tetrahedra=82944
 h=6.5450e+08 1/m, kF=6.1386e+09 1/m, hbar^2 h^2/4m=1.3074e-21 J
 EF exact=2.30024e-19 J (1.4357 eV), mesh=2.31343e-19 J (1.4439 eV)
 EF excess=1.3189e-21 J, ratio to estimate 1.0087
 energy/electron exact=1.38015e-19 J, mesh=1.39322e-19 J, excess ratio 1.0001
 DOS/cell exact=3.2605e+18 1/J, mesh=3.2639e+18 1/J
 cut tetrahedra 7530: exact coincidence 1442, relative gap <1e-10 220
 expanded sum: not finite 1442, finite with error >1e-3 94
 expanded sum, largest error in n for near coincidence: 5.12e-01
 ratio form on 200 degenerate tetrahedra, worst error in u: w 3.68, g 3.59
 two roundings of the mesh: eta=5.78e-34 J, electron count change 0.0e+00, bound 1.1e-14
```
